\section*{Wavefunction Stability in a Methyl-Loss Scan of the Trimethylsulfonium Radical}

\section{What symmetry allows}

Trimethylsulfonium, $(\mathrm{CH_3})_3\mathrm{S}^+$, has three equivalent C--S bonds. Add one electron without moving the nuclei, and suppose that it enters a non-degenerate orbital which keeps the threefold symmetry. Let $x_1,x_2,x_3$ be the bond extensions, all other coordinates being fixed. The energy cannot change when the bonds are permuted, so through second order
\begin{equation}
E=E_0+g\sum_i x_i+\frac a2\sum_i x_i^2+b\sum_{i<j}x_ix_j .
\label{sym}
\end{equation}
The slope $g$ is the same for every bond: at first order no methyl is chosen to leave. Stretching bond 1 alone gives
\begin{equation}
E(x,0,0)=E_0+gx+\tfrac12ax^2 .
\end{equation}
The second-derivative matrix has $a$ on its diagonal and $b$ elsewhere. On $(1,1,1)$ it gives $a+2b$; on any vector whose components sum to zero it gives $a-b$. A minimum in these three coordinates needs both to be positive, but
\begin{equation}
a=\tfrac13\left[(a+2b)+2(a-b)\right]
\end{equation}
is only their weighted mean. A one-bond scan that curves upward therefore does not by itself prove that the radical is bound.

If the electron entered a doubly degenerate orbital, linear terms that distinguish the bonds would be allowed. The symmetric geometry could then distort at first order. Which orbital is occupied thus matters before any barrier is measured, and this is where the stability setting enters.

\section{What the stability setting examines}

An unrestricted Hartree--Fock (UHF) calculation stops when the energy is stationary with respect to its orbitals. A stationary point may be a saddle. A stability analysis computes the second derivative of the energy with respect to orbital rotations.

Take real orbitals. Indices $i,j$ are occupied, $a,b$ are empty, and $\sigma,\tau$ are spins. Rotate the orbitals of each spin by $C'=C\exp K$, where $K_{ai}=x_{ai}$, $K_{ia}=-x_{ai}$ and the other elements vanish. Antisymmetry of $K$ keeps the orbitals orthonormal. Since
\begin{equation}
(K^2)_{ji}=\sum_a K_{ja}K_{ai}=-\sum_a x_{aj}x_{ai},\qquad (K^2)_{ai}=0,
\end{equation}
expanding $\exp K=1+K+K^2/2+\cdots$ gives
\begin{equation}
\phi_i'=\phi_i+\sum_a x_{ai}\phi_a-\frac12\sum_{ja}x_{aj}x_{ai}\phi_j+\cdots .
\end{equation}
The density matrix $D=\sum_i\phi_i'\phi_i'^T$ changes by
\begin{align}
D_1&=\sum_{ai}x_{ai}(\phi_a\phi_i^T+\phi_i\phi_a^T),\\
D_2&=\sum_{iab}x_{ai}x_{bi}\phi_a\phi_b^T
-\sum_{ija}x_{ai}x_{aj}\phi_i\phi_j^T .
\end{align}
The two halves from $K^2/2$ add to the full second term of $D_2$.

The UHF energy is quadratic in the density, so its expansion has a part linear in the change, governed by the Fock matrix $F$, and an interaction of the change with itself. The first-order energy is $\operatorname{Tr}FD_1=2\sum F_{ai}x_{ai}$, which vanishes at convergence. In orbitals that diagonalize $F$, with energies $\varepsilon$, the linear part at second order is
\begin{equation}
\operatorname{Tr}FD_2=\sum_{ai}(\varepsilon_a-\varepsilon_i)x_{ai}^2 .
\end{equation}
Write $(pq|rs)$ for the Coulomb integral between the products $\phi_p\phi_q$ and $\phi_r\phi_s$. Each $D_1$ represents the density $2\sum x_{ai}\phi_a\phi_i$, so half its Coulomb self-interaction is $2\sum x_{ai}x_{bj}(ai|bj)$, summed over both spins. Exchange acts within one spin; its four index orderings form two equal pairs, and half their sum is $\sum x_{ai}x_{bj}[(ab|ij)+(aj|ib)]$, entering with a minus sign. Setting the total equal to $\frac12x^THx$ gives
\begin{align}
H_{ai\sigma,bj\tau}=2\big\{&\delta_{\sigma\tau}\delta_{ab}\delta_{ij}(\varepsilon_a-\varepsilon_i)+2(ai|bj)\notag\\
&-\delta_{\sigma\tau}[(ab|ij)+(aj|ib)]\big\}.
\label{hess}
\end{align}
A negative eigenvalue supplies a rotation that lowers the energy. One follows it and converges again. If all eigenvalues are positive, the solution is a local minimum for real rotations that preserve the number of electrons of each spin. Complex and spin-flipping rotations are outside this statement, and so is a separate, lower minimum.

The lowest eigenvalue can be found iteratively. For a normalized trial vector $v=\sum_kc_ku_k$ in the eigenvectors of $H$,
\begin{equation}
v^THv=\sum_kc_k^2\lambda_k\ge\lambda_{\min}.
\end{equation}
A negative estimate proves instability; a positive one is conclusive only if the iteration has found the lowest mode.

\section{Why the starting vector must mix the spins}

For a closed-shell solution, rotations with $x^\alpha=x^\beta$ keep the spins paired and those with $x^\alpha=-x^\beta$ separate them. In the second case the Coulomb terms in \eqref{hess} cancel:
\begin{equation}
H^-_{ai,bj}=2\left[\delta_{ab}\delta_{ij}(\varepsilon_a-\varepsilon_i)-(ab|ij)-(aj|ib)\right].
\end{equation}
The two classes do not mix, so an iteration started with equal spin parts stays in the paired class, apart from rounding. A trial vector with unequal parts avoids this.

Stretched $\mathrm{H_2}$ shows the size of the effect. Let $A,B$ be atomic orbitals with negligible overlap, $\phi_i=(A+B)/\sqrt2$ and $\phi_a=(A-B)/\sqrt2$. Put $U=(AA|AA)$ and $J=(AA|BB)$, and neglect electron hopping. Then
\begin{equation}
(ii|ii)=(aa|ii)=\frac{U+J}2,\qquad (ai|ai)=\frac{U-J}2 .
\end{equation}
With equal one-electron energies, the gap is
\begin{equation}
\varepsilon_a-\varepsilon_i=2(aa|ii)-(ai|ai)-(ii|ii)=J,
\end{equation}
and hence $H^-=2[J-(aa|ii)-(ai|ai)]=2(J-U)$. The paired state has repulsion $(U+J)/2$; with one electron on each atom it is $J$. The lowering is $\Delta=(U-J)/2$, so $H^-=-4\Delta$ in this limit.

At 5 bohr in the 6-31G basis, following the unstable mode lowers the energy by 4.188 eV, or 0.154 hartree. The estimate is $-4(0.154)=-0.62$ hartree; the computed eigenvalue is $-0.68$ hartree. The model neglects overlap, hopping and orbital relaxation.

\section{Guesses from both ends of the bond}

A scan that passes each density to the next geometry can remain on one local minimum after another has become lower. A second guess comes from the separated fragments, with density matrix
\begin{equation}
D^\sigma_{\rm guess}=\begin{pmatrix}D^\sigma_{\rm fragment}&0\\0&D^\sigma_{\rm methyl}\end{pmatrix}.
\end{equation}
For the radical the fragments are $(\mathrm{CH_3})_2\mathrm{S}$ and $\mathrm{CH_3}$. For the cation they are $(\mathrm{CH_3})_2\mathrm{S}^+$ and $\mathrm{CH_3}$ with opposite unpaired spins.

The calculations below use the 3-21G basis with a d shell (exponent 0.65) on sulfur. Sulfur also carries diffuse s functions (0.0405 and 0.0135) and a diffuse p function (0.0405). The optimized closed-shell cation has C--S bonds of 1.806 \AA.

Stretch one bond of the cation by 1.5 \AA, the rest being frozen. The closed-shell solution lies 3.88 eV above the equilibrium cation and has the eigenvalue $-0.180$ hartree. The lowest solution found lies at 2.62 eV, with eigenvalue $+0.196$ hartree. The restriction to paired spins costs $3.88-2.62=1.26$ eV here.

The price is spin contamination. With $N_\alpha,N_\beta$ electrons and overlaps $S_{ij}$ between occupied orbitals of opposite spin,
\begin{equation}
\langle S^2\rangle=\frac{(N_\alpha-N_\beta)^2}{4}+\frac{N_\alpha+N_\beta}{2}-\sum_{ij}|S_{ij}|^2 .
\end{equation}
For $N_\alpha=N_\beta=N$ and one fully separated pair the last sum is $N-1$, if the other pairs still match, so $\langle S^2\rangle=1$ instead of the singlet value 0. The stretched cation has 0.95. Its determinant describes bond breaking, but it is not a pure singlet.

\section{The radical scan}

The radical starts at the cation geometry. Its first guess puts the added electron in the lowest empty cation orbital. One bond is then stretched by $x$. To flatten the departing methyl, the component of each of its C--H vectors along the C--S axis is multiplied by $1-0.8x/\text{\AA}$, and the C--H length is restored. The other two methyl groups are held fixed. Up to $x=0.3$ \AA\ each point is tried from two guesses: the fragment density, and the density of the previous point (at the first point, the guess from the empty cation orbital). The last point continues from its neighbour only. The lower solution is kept and its stability examined.

\begin{center}
\begin{tabular}{ccccc}
$R$ (\AA) & $E$ (eV) & $\lambda$ (hartree) & methyl spin & $r_s$ (\AA)\\
1.806 & 0.000 & 0.059 & 0.005 & 4.6\\
1.906 & 0.081 & 0.049 & 0.005 & 4.6\\
2.006 & $-0.154$ & 0.107 & 0.61 & 1.9\\
2.106 & $-0.594$ & 0.162 & 0.72 & 2.0\\
2.306 & $-1.300$ & 0.254 & 0.85 & 2.2
\end{tabular}
\end{center}

Here $E$ is relative to the first point and $\lambda$ is the lowest stability eigenvalue found. The methyl spin is the Mulliken spin population on the departing group, and $r_s$ is the root-mean-square distance of the spin density from sulfur. Separated fragments, frozen at their cation geometries, lie at $-2.32$ eV.

The energy first rises and then falls. Between 1.906 and 2.006 \AA\ the unpaired electron changes from a diffuse distribution around the whole ion to a compact one, largely on the departing methyl. The compact state has the character expected for an electron in an antibonding C--S orbital. The lowest eigenvalue found is positive for every listed solution, so the stability analysis alone would not have revealed that two kinds of solution are involved; the spin population and radius do.

The rise also has to survive relaxation. At the first two points let $q$ be the nuclear gradient, $B$ a model force-constant matrix, and $A$ the matrix whose rows are the derivatives of the three C--S lengths. Minimizing $q^Ts+\frac12s^TBs$ subject to $As=0$, with multipliers $\mu$, gives
\begin{equation}
Bs+A^T\mu=-q,\qquad As=0 .
\end{equation}
One such step, followed by restoring the bond lengths, lowers the two energies by 0.0019 and 0.0016 eV. Their difference stays at 0.081 eV. This does not include relaxation of the two spectator bonds.

\section{How high is the barrier?}

The barrier for leaving a basin is
\begin{equation}
E_{\rm b}=\min_{\rm paths}\left[\max_{\rm path}E\right]-E_{\rm basin}.
\end{equation}
The maximum along any one path is an upper bound on the first term. A grid, however, may miss that maximum. The value 0.081 eV is therefore a lower limit for the top of this path, measured from its start, and not a bound on $E_{\rm b}$.

The missing top can be estimated by extending the two branches until they cross. Let $x$ be in \AA\ and energies in eV. The force on the departing methyl gives a starting slope of 0.067 eV/\AA. Neglecting the first-order effect of flattening, which lowers this slope by about 0.015 eV/\AA\ and changes the crossing energy below by less than 0.01 eV, a parabola through the first two points has the quadratic coefficient $(0.0812-0.0067)/0.1^2=7.45$:
\begin{equation}
E_{\rm diffuse}=0.067x+7.45x^2 .
\end{equation}
The line through the first two compact points has the slope $(-0.5937+0.1535)/0.1=-4.40$:
\begin{equation}
E_{\rm compact}=-0.1535-4.40(x-0.2)=0.727-4.40x .
\end{equation}
Equating them gives
\begin{equation}
7.45x^2+4.47x-0.727=0,\qquad x=\frac{-4.47+\sqrt{4.47^2+4(7.45)(0.727)}}{2(7.45)}=0.133 .
\end{equation}
The crossing is near $R=1.94$ \AA, at $0.067(0.133)+7.45(0.133)^2=0.14$ eV. A parabola through all three compact points moves it to about 0.15 eV, but it bends the wrong way at small $x$. Following both solutions into the interval puts the crossing near $x=0.13$ \AA, at about 0.14 eV.

This estimate assumes that the branches do not mix. For two states of equal energy $E_c$ coupled by $V$, the energies are $E_c\pm|V|$, so mixing lowers the top. The starting slope is positive, so the minimum along this bond lies at slightly smaller $R$. Its depth below the start is $g^2/(2a)=0.067^2/(2\times14.9)\approx0.0002$ eV, which is negligible here.

At this level, then, methyl loss along the scanned route has an estimated barrier of about 0.14 eV in this basis, before any lowering by mixing. With one more diffuse s function (0.0045) and p function (0.0135) on sulfur the estimate falls to roughly 0.12 to 0.13 eV. To establish it for the full surface one must optimize the diffuse radical with all bonds free, confirm positive vibrational curvatures, and locate a saddle point that connects it to the products. By the argument of the first section, the scan cannot replace these steps.

\section{Choosing the settings}

\begin{itemize}
\item Request an unrestricted solution and the stability analysis at each scan point. After a negative eigenvalue, follow the mode, converge again and repeat the analysis.
\item For a closed-shell start, let the analysis break spin symmetry. An analysis confined to paired rotations cannot detect the instability of stretched $\mathrm{H_2}$.
\item Run the scan from both ends, or supply a fragment density. Compare total energies, because two solutions can both be stable.
\item Record where the spin is. If it moves abruptly, refine the grid there before quoting a barrier; here 1.91 to 2.01 \AA\ is the interval to refine.
\item Include diffuse functions for the isolated radical. Without them the basis may be unable to represent the state in which this scan begins.
\item If the energy never rises from one point to the next on the way to the products, and a finer grid agrees, that path shows barrierless loss from its start. If there is a rise, relax it and seek the saddle.
\end{itemize}

\section{From the isolated radical to a resist film}

In a resist, sulfonium salts serve as photoacid generators, and slow electrons can reduce the cation. Aryl groups on the sulfur would offer the electron other orbitals; trimethylsulfonium is a small model without them. Thermal energy is 0.026 eV at 300 K and 0.032 eV at 373 K, a rough bake temperature, so a barrier of 0.14 eV would be about 5.4 and 4.4 times $k_BT$, respectively. The assumption that a film breaks most directly is isolation: a spin density with a 4.6 \AA\ radius would overlap neighbouring molecules. Suppose that this raises the diffuse branch by a constant $\delta$ relative to the compact one. The crossing condition becomes $7.45x^2+4.47x=0.727-\delta$. For $\delta=0.3$ eV it gives $x=0.084$ \AA\ and a barrier of 0.06 eV, and the barrier disappears at $\delta\approx0.7$ eV. These values rest on the straight line for the compact branch. In this basis a compact solution can also be converged at the start of the scan. It lies about 0.63 eV above the diffuse one, 0.1 eV below the 0.73 eV given by the line, which would put the disappearance nearer $\delta\approx0.6$ eV. Only about 0.17 of its spin is on the departing methyl there, and its stability was not examined. The actual shift was not computed.

Polarization also changes the energy of capture. At this UHF level and in this basis, vertical attachment of an electron at rest to the isolated cation releases 2.40 eV. Adding a further diffuse s function (0.0045) and p function (0.0135) on sulfur raises this value to 2.43 eV and the radius from 4.6 to 4.9 \AA. A unit charge in a spherical cavity of radius $r$, surrounded by a medium of relative permittivity $\epsilon_r$, is stabilized, in atomic units, by $(1-1/\epsilon_r)/(2r)$. For the rough values $\epsilon_r=3$ and $r=3$ \AA\ this is 1.6 eV. The neutral radical lacks this term, so the release falls to about 0.8 eV for an electron still taken from vacuum, if the medium relaxes fully after the capture. The anion of the salt, which also stabilizes the cation, is left out of this estimate. This shift concerns capture and does not directly set the barrier on the neutral surface.

Second-order perturbation theory (UMP2) on the same solutions reduces the rise over the first step from 0.08 to about 0.055 eV and the starting gap between the branches from 0.63 to about 0.48 eV. The rise remains, but its height at this level was not located. Higher-order correlation, a larger valence basis and zero-point motion were not evaluated. Each could matter for a barrier near 0.1 eV. The fall towards products, more than 2 eV, is much larger than the barrier, but its value also belongs to this UHF model and to frozen fragments.

The molecular numbers use the small basis 3-21G, 6-31G and are not converged values.
